Why Lognormal and Weibull Breakdown Fits Are Not Interchangeable

A line spacing has to be approved or rejected. The low-k dielectric between the metal lines of a product must survive ten years at the operating field, with at most one product in a million breaking down. The data come from test structures with one thousandth of the product's dielectric area. Extrapolated to operating conditions, their median lifetime is 10⁷ hours, more than a thousand years. A Weibull curve and a lognormal curve both pass well through the measured failures. With the numbers used below, the lognormal fit gives the product 36 years and approves the spacing. The Weibull fit gives it 16 days and rejects it.

The belief at issue is that the choice between the two curves is a matter of taste. In its fair form it runs as follows. Both laws have two parameters, both describe the measured lifetimes, and they agree on the median. Any difference should then be comparable with the scatter of the data, and a rule for scaling one law to a larger area should serve for the other.

**Assumptions**

A structure is a piece of dielectric of given area, at fixed field and temperature. F(t) is the probability that it has broken down by time t. Equal areas are taken to be equally stressed and to fail independently, and the first breakdown anywhere kills the whole. Defects forming a separate early population are left out, and so is the error of extrapolating from the test field to the operating field. Times are in hours, since atomic units would be unnatural here.

Let t₅₀ be the median for one test structure and x = ln(t/t₅₀). The Weibull law is

F_W = 1 − exp[−(t/η)^β].

At the median (t₅₀/η)^β = ln 2, so (t/η)^β = ln 2 · e^(βx) and

F_W = 1 − exp(−ln 2 · e^(βx)).

The lognormal law says that x is normally distributed with standard deviation σ:

F_L = Φ(x/σ),

where Φ is the cumulative standard normal distribution and φ(z) = e^(−z²/2)/√(2π) is its density. Both laws give 1/2 at x = 0.

**Why the belief tempts**

Let the two curves also have the same slope at the median. Differentiating the Weibull law,

dF_W/dx = β ln 2 · e^(βx) exp(−ln 2 · e^(βx)),

which is β ln 2/2 at x = 0. The lognormal slope there is φ(0)/σ = 1/[σ√(2π)]. Equating them gives

σ = 2/[β ln 2 √(2π)] = w/β, with w = 1.1511.

The remaining difference near the median starts at second order. Put u = βx and g = ln 2 · e^u. Since dg/du = g,

dF_W/du = g e^(−g),
d²F_W/du² = g(1 − g)e^(−g).

At u = 0 the second derivative is ln 2 (1 − ln 2)/2. That of the lognormal law vanishes, because the normal density has its maximum there. Half the difference of the second derivatives multiplies u², so

F_W − F_L ≈ [ln 2 (1 − ln 2)/4](βx)² = 0.053 (βx)².

Evaluated on a fine grid of times, the largest gap between the two cumulative curves, early or late, is 5.2 percentage points. It does not depend on β, because both laws depend on time through βx alone.

A modest sample can therefore mislead. I take β = 2 and draw 40 synthetic lifetimes from one of the laws. Both laws are then fitted by maximum likelihood, and the one with the higher likelihood is chosen. In 200 repetitions the wrong law won in 11% of the cases when the truth was Weibull, and in 13.5% when it was lognormal. The belief is right about this much: near the median the two descriptions are close.

**What a product requirement asks of the test structure**

Let the product contain N test areas. It survives if all of them survive, and independence turns this into a product of probabilities:

1 − F_N = (1 − F)^N.

If the product may fail with probability p, then (1 − F)^N = 1 − p. Taking the logarithm,

−ln(1 − F) = −ln(1 − p)/N ≡ H.

The allowed failure probability of one test structure is therefore

q = 1 − e^(−H).

For p = 10⁻⁶ and N = 1000, q is 10⁻⁹ to the digits that matter. A requirement in parts per million on the product is one in parts per billion on the test structure. An agreement within five percentage points says nothing about a probability of that size.

Now invert both laws. For Weibull, −ln(1 − F_W) = ln 2 · e^(βx). Setting this equal to H gives

x_W = (1/β) ln(H/ln 2).

For lognormal, Φ(x/σ) = q gives

x_L = σ Φ⁻¹(q) = (w/β) Φ⁻¹(q).

The ratio of the two predicted lifetimes is e^(x_L − x_W), so

t_L/t_W = e^(D/β), with D = w Φ⁻¹(q) − ln(H/ln 2).

D contains only the failure target and the area ratio. The shape parameter enters through the division by β.

**The number that decides**

Take β = 2 and t₅₀ = 10⁷ h, round model parameters. Then σ = 1.1511/2 = 0.576. For the product,

x_W = ½ ln(10⁻⁹/0.6931) = ½(−20.357) = −10.178,
t_W = 10⁷ h × e^(−10.178) = 380 h.

The standard normal quantile at 10⁻⁹ is −5.998, so

x_L = 0.5756 × (−5.998) = −3.452,
t_L = 10⁷ h × e^(−3.452) = 3.17 × 10⁵ h = 36 years.

The ten-year target is 87 660 h, and it lies between the two. The exponent is D = −1.1511 × 5.998 + 20.357 = 13.45, and the ratio is e^(13.45/2) ≈ 830.

On a logarithmic scale, more than half of the disagreement is there without the large area. For a single test structure at one part per million, D = 7.98 and the ratio is already 54: 1.2 × 10⁴ h for Weibull against 6.5 × 10⁵ h for lognormal. The step to the product area multiplies the disagreement by a further factor of about 15.

The consequence of a wrong approval can be read from the Weibull law. With η = t₅₀/(ln 2)^(1/2) = 1.201 × 10⁷ h, the product's failure exponent at ten years is

1000 × (87 660/1.201 × 10⁷)² = 0.053.

The failed fraction is 1 − e^(−0.053), about 5%. If the Weibull law is the true one, a product approved at one part per million fails at about fifty thousand parts per million.

This is also much more than an ordinary fitting error. With t₅₀ held fixed, x_W is proportional to 1/β, so a 10% error in β, somewhat less than one standard error for 40 lifetimes, changes x_W by about 1.0 and the lifetime by a factor of about 3. Two standard errors, as in a 95% range, move it by a factor of order ten either way. The choice of law changes it by a factor of 830.

**Where the difference comes from**

The quantity to follow is the slope on a Weibull plot, which shows ln[−ln(1 − F)] against ln t:

b = d ln[−ln(1 − F)]/dx = (dF/dx)/{(1 − F)[−ln(1 − F)]}.

For the Weibull law −ln(1 − F) is proportional to e^(βx), so b = β at every time. For the lognormal law, with z = x/σ,

b = φ(z)/{σ[1 − Φ(z)][−ln(1 − Φ(z))]}.

At the median this is [1/√(2π)]/(σ · ½ · ln 2), which equals β by the choice of σ. In the early tail −ln(1 − Φ) approaches Φ and 1 − Φ approaches 1, so b approaches φ/(σΦ). To estimate Φ, use φ(s) = −φ′(s)/s and integrate by parts:

Φ(z) = φ(z)/|z| − ∫ φ(s)/s² ds, integrated from −∞ to z.

For negative z, s² ≥ z² throughout the range, so the last integral is at most Φ(z)/z². Hence Φ(z) → φ(z)/|z| for large |z|, and

b → |z|/σ.

The lognormal curve becomes steeper without limit as one goes to earlier times. For the example its slope is 2.0 at the median, 8.6 at F = 10⁻⁶ and 10.7 at F = 10⁻⁹. A steep curve loses probability quickly over a small change of ln t, so small probabilities are reached at comparatively late times. The optimism of the lognormal fit comes from this steepening, which a modest sample around the median tests only weakly.

The same estimate shows that the disagreement grows without bound. Let L = ln(1/q). For small q, x_W ≈ −L/β to leading order, while Φ ≈ φ/|z| gives z²/2 ≈ L and hence x_L ≈ −w√(2L)/β. The first grows as L and the second only as √L. A larger product or a stricter target always drives the predictions apart once q is small enough.

There is a limit in the other direction. At fixed p and N, the ratio e^(D/β) tends to 1 as β grows, because both laws then crowd all failures around the median. For the product considered here the ratio is about 7 × 10⁵ at β = 1, 29 at β = 4 and 3.8 at β = 10. To bring it below 2 requires β > 13.45/ln 2 ≈ 19.4. The two predicted lifetimes nearly coincide for very narrow lifetime distributions, and differ strongly for broad ones. The failure probabilities do not come together in the same way. At the time t_L the Weibull failure exponent of the product is 10⁻⁶ (t_L/t_W)^β = 10⁻⁶ e^D ≈ 0.70 for every β, so about half the products would have failed if the Weibull law were true. A narrow distribution only makes the margin in time that avoids this small.

**Area scaling belongs to the law**

For Weibull, raising the survival probability to the power N gives

(1 − F_W)^N = exp[−N(t/η)^β] = exp[−(t/η_N)^β], with η_N = η N^(−1/β).

The shape stays the same and every lifetime quantile shrinks by N^(−1/β). For N = 1000 and β = 2 this factor is 0.0316.

This property singles out the Weibull law. Let H(t) = −ln[1 − F(t)], assumed continuous and strictly increasing from 0 to ∞. Suppose that changing the area by any positive factor r merely rescales time:

r H(t) = H(a(r)t).

Choose τ so that H(τ) = 1. Then H(a(r)τ) = r, so a(r) increases with r. Applying the rule for s and then for r gives rs H(t) = H(a(r)a(s)t), while applying it once for rs gives H(a(rs)t). Since H is strictly increasing,

a(rs) = a(r)a(s).

With A(y) = ln a(e^y) this reads A(y + v) = A(y) + A(v). Hence A(y) = yA(1) for all rational y, and since A is increasing, values at rational points on either side force the same result for every real y. Writing A(1) = 1/β, with β > 0, gives a(r) = r^(1/β). Setting t = r^(1/β)τ in H(t) = r then yields H(t) = (t/τ)^β, the Weibull law.

One might still hope that a lognormal law stays lognormal with a new median and a new width. It does not. As F → 0, 1 − (1 − F)^N → NF, so ln F_N − ln F → ln N in the early tail. From Φ ≈ φ/|z|,

ln F = −x²/(2σ²) − ln(|x|/σ) − ½ ln(2π) + terms that vanish.

If F_N were lognormal with center m and width s, its logarithm would have the same form with x replaced by x − m and σ by s. The difference can stay finite as x → −∞ only if the x² terms cancel, which requires s = σ. A linear term mx/σ² then remains, so m = 0. But now the two laws are identical and the difference tends to 0, which contradicts ln N for N > 1. A lognormal claim must therefore name the area at which it holds. Here that area is the test structure.

The hybrid calculation shows the practical cost. Take the lognormal test-structure lifetime at one part per million and multiply it by the Weibull area factor:

6.48 × 10⁵ h × 0.0316 = 2.05 × 10⁴ h.

This is 2.3 years, a third answer that follows from neither law. The consistent lognormal calculation goes from 6.48 × 10⁵ h to 3.17 × 10⁵ h, a reduction by a factor of 2.0 instead of 32. The reason is again the slope. A thousandfold area moves the required probability by ln 1000 = 6.91 on the vertical axis of the Weibull plot. At slope 2 this costs 3.45 in ln t. On the lognormal curve the average slope between 10⁻⁶ and 10⁻⁹ is about 9.6, and it costs only 0.72.

**Does the result depend on how the fits were matched?**

Equal central slopes are a convenient definition of agreement, but a maximum-likelihood fit does something else. Fitting a normal law to ln t sets its mean and variance equal to those of the sample. For a very large sample of Weibull lifetimes these can be derived. The variable E = (t/η)^β satisfies P(E > h) = e^(−h), so it is a unit exponential variable, and ln t = ln η + (ln E)/β. The average of E^k is Γ(1 + k). The first two derivatives of ln Γ(1 + k) at k = 0 are the mean and variance of ln E, namely −γ and π²/6, where γ = 0.5772 is Euler's constant. The fitted lognormal law therefore has

median = η e^(−γ/β) = 9.0 × 10⁶ h,
σ = π/(√6 β) = 0.641.

Its product lifetime is

9.0 × 10⁶ h × e^(−0.6413 × 5.998) = 1.9 × 10⁵ h,

or 22 years. The ratio to the Weibull value falls from about 830 to about 510, and the decision is still reversed. In this comparison the data were Weibull and unlimited in number, so the error comes from the lognormal form and not from sampling.

**What can settle the choice**

The area dependence that makes the laws incompatible also makes them distinguishable. For a structure of N areas, F_N = 1/2 requires H = ln 2/N. At N = 1000 the Weibull median falls to 0.032 of the test-structure value, the lognormal median to 0.159. Two curves with a common median at one area differ by a factor of five at the other.

A large test structure reaches into the tail of the small one. At a hundredfold area, its median corresponds to a failure probability of about ln 2/100, or 0.7%, in the small structure. To see what this buys, I repeat the selection experiment with 20 small structures and 20 of hundredfold area, again 40 in all. Each large-structure lifetime is the smallest of 100 independent draws. The fit uses the density obtained by differentiating 1 − (1 − F)^N,

f_N = N f (1 − F)^(N−1), with f = dF/dx,

with a common location and width for both areas. The wrong law now won in 0.5% of 200 repetitions when the truth was Weibull, and in 2.5% when it was lognormal. These are one and five cases, against 22 and 27 before. Counts this small leave each rate uncertain by a few percentage points, so they do not show that one truth is easier to recognize than the other. What they support is a drop from roughly ten percent to a few percent.

A straight Weibull plot at one large area is weaker evidence. In the tail of the lognormal law b ≈ |x|/σ², so over an interval 1/b in x, which is roughly the width of the large structure's distribution, b changes by about 1/(σ²b). Relative to b this is 1/(σ²b²) ≈ 1/z², which is small for a very large area. The minimum of many lognormal areas thus looks locally like a Weibull law with a steep slope. What gives it away is that the slope changes with area, whereas a true Weibull slope does not.

Such an experiment compares two candidates under the stated assumptions, and it can fail with them. Suppose that the line spacing varies from die to die and is shared by all areas on one die. Let S be the survival probability of one area on a given die. The product survives with probability ⟨S^N⟩, averaged over dies, while the independent rule applied to the average gives ⟨S⟩^N. Because S^N is a convex function of S for N ≥ 1, ⟨S^N⟩ ≥ ⟨S⟩^N. Ignoring the shared variation then overstates the product failures. The excess matters near the product's median. At the ppm level it is usually negligible, because to first order both expressions give N⟨1 − S⟩. In addition, the area dependence of the data no longer tests the single-area law by itself. A separate population of early defects does other harm: it can dominate at 10⁻⁹ while leaving no trace in 40 lifetimes, and then neither fit predicts the product.

When the two laws give opposite verdicts, as they do here, approval needs data that support a law down to the probabilities that matter, or at least show through several areas how the failure curve continues below the median. Agreement at the median supplies neither. If both laws met the target, the choice between them would not have to be settled first, though an early defect population unseen by both could still fail the product.
